# Why Heating Usually Raises Avalanche Voltage and Lowers Tunnelling Voltage: verification in Python

```python
"""
Why avalanche voltage usually rises, and tunnelling voltage usually falls, on heating.

Result under test, for a uniform field F over a width W (total drop U = F W):
  N = coth(hw/2kT), mean free path lam = lam0/N, gap Eg = Eb - a N, threshold Ei = 1.5 Eg
  avalanche:  U = Ei W / (lam ln(1 + W/lam)); U rises with T when a N/Eg < s,
              s = 1 - u/((1+u) ln(1+u)), u = W/lam
  tunnelling: J = (2e^2/h) V F/(4 pi^2 hv) exp(-pi Eg^2/(4 hv F)), V = U - Eg;
              V at fixed J falls when the gap shrinks.
Units: eV, nm, V, K (an energy in eV divided by a length in nm is a field in V/nm).
V is the applied reverse voltage; contact Fermi levels lie at the band edges.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal, toeplitz
from scipy.optimize import brentq, minimize

KB = constants.k / constants.e
G0 = 2 * constants.e**2 / constants.h      # A/V
HW = 0.05          # phonon energy, eV
LAM0 = 8.0         # mean free path without thermal phonons, nm
GAP_BARE = 1.30    # gap without lattice vibration, eV
COUPLING = 0.10    # gap shift per unit N, eV
HV = 0.60          # hbar times band velocity, eV nm
W_WIDE, W_THIN = 1000.0, 30.0
J_BREAK = 1.0e4    # A/m^2
T1, T2 = 300.0, 400.0


def phonon_factor(T):
    return 1 / np.tanh(HW / (2 * KB * T))


def gap(T, coupling=COUPLING):
    """Changing the coupling keeps the gap at T1 unchanged."""
    n1 = phonon_factor(T1)
    return GAP_BARE - COUPLING * n1 - coupling * (phonon_factor(T) - n1)


def path(T):
    return LAM0 / phonon_factor(T)


def slope(function, T=T1, step=0.5):
    return (function(T + step) - function(T - step)) / (2 * step)


# ---- Phonon factor from a numerically diagonalized oscillator (hw = 1) ----
x = np.linspace(-9, 9, 601)
h = x[1] - x[0]
levels, states = eigh_tridiagonal(1 / h**2 + x**2 / 2,
                                  np.full(len(x) - 1, -0.5 / h**2),
                                  select='i', select_range=(0, 24))
x_matrix = states.T @ (x[:, None] * states)
x2_levels = (states**2 * x[:, None]**2).sum(axis=0)
for T in (T1, T2):
    weight = np.exp(-(levels - levels[0]) * HW / (KB * T))
    weight /= weight.sum()
    ratio = weight @ x2_levels / x2_levels[0]
    assert abs(ratio / phonon_factor(T) - 1) < 2e-3
    step2 = np.diag(x_matrix, 1)**2
    emitted, absorbed = weight[:-1] @ step2, weight[1:] @ step2
    net = (emitted - absorbed) / (emitted + absorbed)
    assert abs(net * phonon_factor(T) - 1) < 2e-3

# ---- Threshold: least initial kinetic energy, mass = 1, gap = 1 ----


def initial_energy(k):
    k1, k2 = np.exp(k)
    total = k1 + k2
    p = (1 + (k1**2 + k2**2 + total**2) / 2) / total
    return p**2 / 2


threshold_ratio = minimize(initial_energy, [0.3, -0.8], method='Nelder-Mead',
                           options={'xatol': 1e-8, 'fatol': 1e-12}).fun
assert abs(threshold_ratio - 1.5) < 1e-6

# ---- Lucky-carrier avalanche ----


def alpha_lucky(F, Ei, lam):
    return 1 / (lam * np.expm1(Ei / (F * lam)))


def avalanche_drop(T, W=W_WIDE, coupling=COUPLING):
    lam = path(T)
    return 1.5 * gap(T, coupling) * W / (lam * np.log1p(W / lam))


def avalanche_applied(T):
    return avalanche_drop(T) - gap(T)


rng = np.random.default_rng(12)
for T in (T1, T2):
    F, Ei, lam = avalanche_drop(T) / W_WIDE, 1.5 * gap(T), path(T)
    flights = rng.exponential(lam, 4_000_000)
    run = Ei / F
    sampled = np.count_nonzero(flights >= run) / np.minimum(flights, run).sum()
    assert abs(sampled / alpha_lucky(F, Ei, lam) - 1) < 0.035
    root = brentq(lambda f: np.log(alpha_lucky(f, Ei, lam) * W_WIDE), 0.02, 0.2)
    assert abs(root / F - 1) < 1e-9

# ---- Branching threshold with the dead space kept ----


def offspring(F, Ei, lam, W, cells=250):
    """Largest eigenvalue of the mean number of new pairs made by one pair."""
    d, width = Ei / F, W / cells
    assert width < d
    p = np.exp(-d / lam)
    grid = np.arange(cells + 1) * width
    second = np.zeros(cells + 1)   # twice-integrated ionization density
    for k in range(1, int(W / d) + 2):
        y = np.maximum(grid - k * d, 0)
        second += p**k * (y + y**2 / (2 * lam))
    column = np.empty(cells)
    column[0] = 2 * second[1] / width
    column[1:] = (second[2:] - 2 * second[1:-1] + second[:-2]) / width
    return eigh(toeplitz(column), eigvals_only=True,
                subset_by_index=[cells - 1, cells - 1])[0]


branch_drop = {}
for T in (T1, T2):
    F0 = avalanche_drop(T) / W_WIDE
    F = brentq(lambda f: offspring(f, 1.5 * gap(T), path(T), W_WIDE) - 1,
               0.95 * F0, 1.10 * F0, xtol=1e-7)
    branch_drop[T] = F * W_WIDE
    assert abs(F / F0 - 1) < 0.03
assert branch_drop[T2] > branch_drop[T1]

# ---- Sign condition for avalanche ----
N1, N2 = phonon_factor(T1), phonon_factor(T2)
lam1, Eg1 = path(T1), gap(T1)
u = W_WIDE / lam1
s = 1 - u / ((1 + u) * np.log1p(u))
dN = slope(phonon_factor)
U1 = avalanche_drop(T1)
path_part = U1 * s * dN / N1
gap_part = -U1 * COUPLING * dN / Eg1
assert abs((path_part + gap_part) / slope(avalanche_drop) - 1) < 1e-4
critical = s * Eg1 / N1
assert slope(lambda T: avalanche_drop(T, coupling=0.97 * critical)) > 0
assert slope(lambda T: avalanche_drop(T, coupling=1.03 * critical)) < 0

# ---- Phonon-by-phonon simulation: parabolic band, isotropic scattering ----


def simulated_alpha(F, T, seed, carriers=8000, steps=1500, burn=200):
    """Energy is velocity squared; flights use a constant trial rate."""
    gen = np.random.default_rng(seed)
    Ei, lam, N = 1.5 * gap(T), path(T), phonon_factor(T)
    emission_share = (N + 1) / (2 * N)
    E, ux = np.zeros(carriers), np.zeros(carriers)
    distance, events = 0.0, 0
    for step in range(steps):
        time = gen.exponential(lam / np.sqrt(Ei), carriers)
        ux_new = ux + 0.5 * F * time
        E_new = E + ux_new**2 - ux**2
        ionized = E_new >= Ei
        gained = np.minimum(E_new, Ei) - E
        E_new = np.maximum(E_new, 0)
        change = np.where(gen.random(carriers) < emission_share, -HW, HW)
        hit = (gen.random(carriers) < np.sqrt(E_new / Ei)) & (E_new + change >= 0)
        E = np.where(hit, E_new + change, E_new)
        cosine = gen.uniform(-1, 1, carriers)
        ux = np.where(hit, cosine * np.sqrt(E), ux_new)
        ionized |= E >= Ei
        E[ionized] = 0
        ux[ionized] = 0
        if step >= burn:
            distance += gained.sum() / F
            events += np.count_nonzero(ionized)
    return events / distance


def simulated_drop(T, seed):
    inverse = [1 / 0.030, 1 / 0.045]
    value = [np.log(W_WIDE * simulated_alpha(1 / q, T, seed + i))
             for i, q in enumerate(inverse)]
    q3 = inverse[0] - value[0] * (inverse[1] - inverse[0]) / (value[1] - value[0])
    v3 = np.log(W_WIDE * simulated_alpha(1 / q3, T, seed + 2))
    assert abs(v3) < 0.6
    tangent = (value[1] - value[0]) / (inverse[1] - inverse[0])
    return W_WIDE / (q3 - v3 / tangent)


sim1, sim2 = simulated_drop(T1, 100), simulated_drop(T2, 200)
assert sim2 / sim1 > 1.02      # well above the sampling noise of the ratio
diffusion_ratio = np.sqrt(gap(T2) * N2 / (gap(T1) * N1))

# ---- Interband tunnelling ----


def exponent(F, Eg, hv=HV):
    return np.pi * Eg**2 / (4 * hv * F)


def tunnel_current(F, Eg, W, hv=HV):
    per_nm2 = G0 * (F * W - Eg) * F / (4 * np.pi**2 * hv) * np.exp(-exponent(F, Eg, hv))
    return per_nm2 * 1e18


def tunnel_applied(T, coupling=COUPLING, fixed_mass=False):
    Eg = gap(T, coupling)
    hv = HV * np.sqrt(Eg / gap(T1)) if fixed_mass else HV
    F = brentq(lambda f: tunnel_current(f, Eg, W_THIN, hv) / J_BREAK - 1,
               1.0001 * Eg / W_THIN, 0.4, xtol=1e-14, rtol=1e-13)
    return F * W_THIN - Eg


def crossing_probability(F, Eg, end=30.0):
    """Time-dependent two-band equation, from valence to conduction state."""
    c = Eg / 2 / np.sqrt(HV * F)

    def bands(t):
        return np.linalg.eigh(np.array([[t, c], [c, -t]]))[1]

    def rate(t, y):
        return [-1j * (t * y[0] + c * y[1]), -1j * (c * y[0] - t * y[1])]

    sol = solve_ivp(rate, (-end, end), bands(-end)[:, 0].astype(complex),
                    method='DOP853', rtol=1e-9, atol=1e-11)
    return abs(bands(end)[:, 1] @ sol.y[:, -1])**2


for F, Eg in ((0.6, Eg1), (1.0, Eg1), (0.6, 0.8 * Eg1)):
    assert abs(crossing_probability(F, Eg) / np.exp(-exponent(F, Eg)) - 1) < 0.02

V1, V2 = tunnel_applied(T1), tunnel_applied(T2)
F_thin = (V1 + Eg1) / W_THIN


def transmission(k):
    half = np.sqrt((Eg1 / 2)**2 + (HV * k)**2)
    area = quad(lambda e: np.sqrt(max(half**2 - e**2, 0)), -half, half)[0]
    return np.exp(-2 * area / (HV * F_thin))


k_grid = np.linspace(0, 1.6, 161)
k_sum = simpson(k_grid * np.array([transmission(k) for k in k_grid]),
                x=k_grid) / (2 * np.pi)
assert abs(G0 * V1 * k_sum * 1e18 / J_BREAK - 1) < 1e-4

g = slope(gap) / Eg1
b, r = exponent(F_thin, Eg1), Eg1 / V1
tunnel_field_part = g * (V1 + Eg1) * (2 * b + r) / (b + 2 + r)
tunnel_contact_part = -g * Eg1
tunnel_slope = slope(tunnel_applied)
assert abs((tunnel_field_part + tunnel_contact_part) / tunnel_slope - 1) < 1e-3
mass_slope = slope(lambda T: tunnel_applied(T, fixed_mass=True))
opening_slope = slope(lambda T: tunnel_applied(T, coupling=-COUPLING))
assert b > r / (2 + r) and tunnel_slope < 0 and mass_slope < 0 < opening_slope
assert V2 < V1 and avalanche_applied(T2) > avalanche_applied(T1)

# ---- Which mechanism comes first ----
Ei1 = 1.5 * Eg1
for T in (T1, T2):
    assert tunnel_applied(T) + gap(T) < 2 * 1.5 * gap(T)
    assert tunnel_current(avalanche_drop(T) / W_WIDE, gap(T), W_WIDE) < J_BREAK
thin_offspring = offspring(F_thin, Ei1, lam1, W_THIN)
ballistic_offspring = offspring(F_thin, Ei1, 1e6, W_THIN)
above_offspring = offspring(2.5 * Ei1 / W_THIN, Ei1, 1e6, W_THIN)
assert thin_offspring < 1 and ballistic_offspring < 1.001 and above_offspring > 1.2

# ---- Numbers for the text ----
print(f"phonon energy {HW:.3f} eV; lam0 {LAM0:.1f} nm; hbar v {HV:.2f} eV nm")
print(f"bare gap {GAP_BARE:.2f} eV; gap coupling a {COUPLING:.2f} eV")
print(f"widths: wide {W_WIDE:.0f} nm, narrow {W_THIN:.0f} nm")
print(f"tunnelling breakdown current {J_BREAK:.1e} A/m^2")
print(f"threshold / gap from minimization {threshold_ratio:.4f}")
for T in (T1, T2):
    F = avalanche_drop(T) / W_WIDE
    Ft = (tunnel_applied(T) + gap(T)) / W_THIN
    print(f"--- T = {T:.0f} K ---")
    print(f"N {phonon_factor(T):.4f}; path {path(T):.3f} nm; gap {gap(T):.4f} eV")
    print(f"threshold {1.5 * gap(T):.4f} eV; net phonon loss {HW / phonon_factor(T):.4f} eV")
    print(f"wide: avalanche field {F:.5f} V/nm; run d {1.5 * gap(T) / F:.2f} nm")
    print(f"wide: drop U {avalanche_drop(T):.2f} V; applied V {avalanche_applied(T):.2f} V")
    print(f"wide: drop with dead space kept {branch_drop[T]:.2f} V")
    print(f"wide: tunnel current there {tunnel_current(F, gap(T), W_WIDE):.2e} A/m^2")
    print(f"narrow: tunnelling field {Ft:.5f} V/nm; exponent b {exponent(Ft, gap(T)):.3f}")
    print(f"narrow: drop U {Ft * W_THIN:.4f} V; applied V {tunnel_applied(T):.4f} V")
    print(f"narrow: tunnel length Eg/(eF) {gap(T) / Ft:.2f} nm")
print("--- slopes at 300 K ---")
print(f"dN/dT {dN:.3e} 1/K; gap slope {1e3 * slope(gap):.4f} meV/K")
print(f"s {s:.4f}; a N/Eg {COUPLING * N1 / Eg1:.4f}; critical a {critical:.3f} eV")
print(f"avalanche: path part {1e3 * path_part:.2f} mV/K")
print(f"avalanche: threshold part {1e3 * gap_part:.2f} mV/K")
print(f"avalanche: contact part {-1e3 * slope(gap):.2f} mV/K")
print(f"avalanche: applied total {1e3 * slope(avalanche_applied):.2f} mV/K")
print(f"tunnelling: field part {1e3 * tunnel_field_part:.3f} mV/K")
print(f"tunnelling: contact part {1e3 * tunnel_contact_part:.3f} mV/K")
print(f"tunnelling: applied total {1e3 * tunnel_slope:.3f} mV/K")
print(f"tunnelling: fixed mass instead {1e3 * mass_slope:.3f} mV/K")
print(f"tunnelling: gap opening instead {1e3 * opening_slope:.3f} mV/K")
print(f"tunnelling: r {r:.4f}; bound r/(2+r) {r / (2 + r):.4f}")
print("--- robustness and competition ---")
print(f"simulated wide drop: 300 K {sim1:.1f} V; 400 K {sim2:.1f} V")
print(f"drop ratio 400/300 K: simulated {sim2 / sim1:.3f}")
print(f"drop ratio: lucky {avalanche_drop(T2) / U1:.3f}; diffusion {diffusion_ratio:.3f}")
print(f"narrow, 300 K: avalanche bound 2Ei/e {2 * Ei1:.3f} V")
print(f"narrow offspring: scattered {thin_offspring:.4f}; ballistic {ballistic_offspring:.4f}")
print(f"narrow ballistic offspring at eU = 2.5 Ei {above_offspring:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
phonon energy 0.050 eV; lam0 8.0 nm; hbar v 0.60 eV nm
bare gap 1.30 eV; gap coupling a 0.10 eV
widths: wide 1000 nm, narrow 30 nm
tunnelling breakdown current 1.0e+04 A/m^2
threshold / gap from minimization 1.5000
--- T = 300 K ---
N 1.3380; path 5.979 nm; gap 1.1662 eV
threshold 1.7493 eV; net phonon loss 0.0374 eV
wide: avalanche field 0.05708 V/nm; run d 30.65 nm
wide: drop U 57.08 V; applied V 55.91 V
wide: drop with dead space kept 57.64 V
wide: tunnel current there 2.98e-01 A/m^2
narrow: tunnelling field 0.09948 V/nm; exponent b 17.896
narrow: drop U 2.9844 V; applied V 1.8182 V
narrow: tunnel length Eg/(eF) 11.72 nm
--- T = 400 K ---
N 1.6125; path 4.961 nm; gap 1.1388 eV
threshold 1.7081 eV; net phonon loss 0.0310 eV
wide: avalanche field 0.06482 V/nm; run d 26.35 nm
wide: drop U 64.82 V; applied V 63.69 V
wide: drop with dead space kept 65.35 V
wide: tunnel current there 5.73e+01 A/m^2
narrow: tunnelling field 0.09537 V/nm; exponent b 17.799
narrow: drop U 2.8610 V; applied V 1.7222 V
narrow: tunnel length Eg/(eF) 11.94 nm
--- slopes at 300 K ---
dN/dT 2.547e-03 1/K; gap slope -0.2547 meV/K
s 0.8061; a N/Eg 0.1147; critical a 0.703 eV
avalanche: path part 87.59 mV/K
avalanche: threshold part -12.47 mV/K
avalanche: contact part 0.25 mV/K
avalanche: applied total 75.38 mV/K
tunnelling: field part -1.156 mV/K
tunnelling: contact part 0.255 mV/K
tunnelling: applied total -0.902 mV/K
tunnelling: fixed mass instead -0.633 mV/K
tunnelling: gap opening instead 0.902 mV/K
tunnelling: r 0.6414; bound r/(2+r) 0.2428
--- robustness and competition ---
simulated wide drop: 300 K 28.3 V; 400 K 30.0 V
drop ratio 400/300 K: simulated 1.063
drop ratio: lucky 1.136; diffusion 1.085
narrow, 300 K: avalanche bound 2Ei/e 3.499 V
narrow offspring: scattered 0.1137; ballistic 0.9999
narrow ballistic offspring at eU = 2.5 Ei 2.000
ALL CHECKS PASSED
```
